# In-plane instability of the strained c phase and continuous r-phase onset: verification in Python

```python
"""Instability of the c phase of a strained ferroelectric film.

Result under test: with p = P3^2 in the c phase (P1 = P2 = 0), in-plane
polarization appears when A = b1 + b13 p + a112 p^2 falls through zero.
The r phase (P1 = P2, P3 nonzero) starts continuously if Lam < 0 and Br > 0,
where Lam is the in-plane anisotropy and Br the quartic coefficient along the
diagonal after P3 has relaxed. b's are film coefficients, a's bulk ones,
u is the misfit strain, s compliances, Q electrostrictive coefficients.

Scaled units: energy density 1e8 J/m^3, polarization C/m^2.
The reference energy solves the full six-component elastic problem.
"""
import numpy as np
from scipy.optimize import brentq, minimize, minimize_scalar

UNIT = 1e8                                   # J/m^3
s11, s12, s44 = 8e-12 * UNIT, -2e-12 * UNIT, 10e-12 * UNIT
Q11, Q12, Q44 = 0.10, -0.03, 0.06            # m^4/C^2
base = dict(a1=-1.0, a11=0.5, a12=4.0, a111=1.0, a112=2.0, a123=-4.0)

# ---------- reference energy from the definition ----------
compliance = np.zeros((6, 6))
compliance[:3, :3] = s12
compliance[range(3), range(3)] = s11
compliance[range(3, 6), range(3, 6)] = s44
stiffness = np.linalg.inv(compliance)
clamped, free = [0, 1, 5], [2, 3, 4]
relax = -np.linalg.solve(stiffness[np.ix_(free, free)],
                         stiffness[np.ix_(free, clamped)])


def landau(P, m):
    x, y, z = P[0]**2, P[1]**2, P[2]**2
    return (m['a1'] * (x + y + z) + m['a11'] * (x*x + y*y + z*z)
            + m['a12'] * (x*y + y*z + z*x) + m['a111'] * (x**3 + y**3 + z**3)
            + m['a112'] * (x*x*(y + z) + y*y*(x + z) + z*z*(x + y))
            + m['a123'] * x*y*z)


def film_energy(P, u, m):
    """Landau energy plus elastic energy, free strains relaxed."""
    x, y, z = P[0]**2, P[1]**2, P[2]**2
    e_clamped = np.array([u - Q11*x - Q12*(y + z),
                          u - Q11*y - Q12*(x + z), -Q44*P[0]*P[1]])
    e = np.empty(6)
    e[clamped] = e_clamped
    e[free] = relax @ e_clamped
    return landau(P, m) + 0.5 * e @ stiffness @ e


def relaxed_over_P3(q, angle, u, m):
    """Minimum over P3 at fixed in-plane q = P1^2 + P2^2."""
    r = np.sqrt(q)
    c, s = r*np.cos(angle), r*np.sin(angle)
    res = minimize_scalar(lambda z: film_energy((c, s, z), u, m),
                          bounds=(0.05, 1.2), method='bounded',
                          options=dict(xatol=1e-9))
    return res.fun, res.x


def direct_A(u, m):
    """Half the in-plane Hessian of the c phase by finite differences."""
    f0, z = relaxed_over_P3(0.0, 0.0, u, m)
    d = [(film_energy((h, 0, z), u, m) - f0) / h**2 for h in (0.01, 0.005)]
    return (4*d[1] - d[0]) / 3


def direct_limit(m):
    return brentq(lambda u: direct_A(u, m), -0.015, 0.008, xtol=1e-11)


def direct_B(angle, u, m):
    """Quartic coefficient of the P3-relaxed energy by finite differences."""
    f0 = relaxed_over_P3(0.0, angle, u, m)[0]
    d = []
    for h in (2e-3, 1e-3):
        f1 = relaxed_over_P3(h, angle, u, m)[0]
        f2 = relaxed_over_P3(2*h, angle, u, m)[0]
        d.append((f2 - 2*f1 + f0) / (2*h*h))
    return 2*d[1] - d[0]


def global_min(u, m):
    """Lowest minimum from several starts; returns energy, P sorted in plane."""
    starts = [(.02, .03, .5), (.4, .35, .3), (.5, .03, .3),
              (.35, .38, .03), (.5, .02, .02), (.15, .12, .55)]
    opts = dict(xatol=1e-7, fatol=1e-14, maxiter=3000, maxfev=3000)
    best = None
    for start in starts:
        r = minimize(film_energy, start, args=(u, m), method='Nelder-Mead',
                     options=opts)
        if best is None or r.fun < best.fun:
            best = r
    simplex = np.vstack([best.x, best.x + 0.02*np.eye(3)])
    r = minimize(film_energy, best.x, args=(u, m), method='Nelder-Mead',
                 options=dict(opts, initial_simplex=simplex))
    if r.fun < best.fun:
        best = r
    P = np.abs(best.x)
    return best.fun, np.array([max(P[:2]), min(P[:2]), P[2]])


# ---------- derived formulas ----------
s_sum, s_det = s11 + s12, s11**2 - s12**2


def film_coefficients(m):
    qq = Q11**2 + Q12**2
    b11 = m['a11'] + (qq*s11 - 2*Q11*Q12*s12) / (2*s_det)
    b33 = m['a11'] + Q12**2 / s_sum
    b12 = m['a12'] - (qq*s12 - 2*Q11*Q12*s11) / s_det + Q44**2 / (2*s44)
    b13 = m['a12'] + Q12*(Q11 + Q12) / s_sum
    return b11, b33, b12, b13


def derived(u, m):
    b11, b33, b12, b13 = film_coefficients(m)
    b1 = m['a1'] - u*(Q11 + Q12)/s_sum
    b3 = m['a1'] - 2*u*Q12/s_sum
    p = -b3 / (b33 + np.sqrt(b33**2 - 3*m['a111']*b3))
    mix, stiff = b13 + 2*m['a112']*p, b33 + 3*m['a111']*p
    return dict(
        p=p, A=b1 + b13*p + m['a112']*p*p,
        slope=-(Q11 + Q12 - Q12*mix/stiff)/s_sum,
        Lam=b12 - 2*b11 + p*(m['a123'] - 2*m['a112']),
        Br=(2*b11 + b12 + p*(2*m['a112'] + m['a123']))/4 - mix**2/(4*stiff),
        Bac=b11 + m['a112']*p - mix**2/(4*stiff))


def formula_limit(m):
    return brentq(lambda u: derived(u, m)['A'], -0.02, 0.009, xtol=1e-13)


# ---------- film energy polynomial against the elastic problem ----------
rng = np.random.default_rng(4)
b11, b33, b12, b13 = film_coefficients(base)
for _ in range(30):
    P, u = rng.uniform(-0.7, 0.7, 3), rng.uniform(-0.02, 0.02)
    x, y, z = P**2
    sixth = landau(P, dict(base, a1=0, a11=0, a12=0))
    poly = ((base['a1'] - u*(Q11 + Q12)/s_sum)*(x + y)
            + (base['a1'] - 2*u*Q12/s_sum)*z + b11*(x*x + y*y) + b33*z*z
            + b12*x*y + b13*(x + y)*z + sixth + u*u/s_sum)
    assert abs(poly - film_energy(P, u, base)) < 1e-10

# ---------- instability strain, slope and quartic coefficients ----------
ac_model = dict(base, a123=80.0)
jump_model = dict(base, a12=12.0)
for m in (base, ac_model, jump_model):
    uc = formula_limit(m)
    d = derived(uc, m)
    assert abs(direct_limit(m) - uc) < 1e-7
    num_slope = (direct_A(uc + 1e-4, m) - direct_A(uc - 1e-4, m)) / 2e-4
    assert abs(num_slope/d['slope'] - 1) < 1e-3
    assert abs(direct_B(np.pi/4, uc, m) - d['Br']) < 5e-3
    assert abs(direct_B(0.0, uc, m) - d['Bac']) < 5e-3

# closed form when all sixth-order terms vanish
quartic = dict(base, a111=0.0, a112=0.0, a123=0.0)
u_quartic = (base['a1']*(2*b33 - b13)*s_sum
             / (2*b33*(Q11 + Q12) - 2*b13*Q12))
assert abs(direct_limit(quartic) - u_quartic) < 1e-7

# ---------- continuous onset: r for base, ac for large a123 ----------
uc = formula_limit(base)
d0, d_ac = derived(uc, base), derived(uc, ac_model)
assert d0['Lam'] < 0 < d0['Br'] and d_ac['Lam'] > 0 and d_ac['Bac'] > 0
onset = {}
for name, m, B in (('r', base, d0['Br']), ('ac', ac_model, d_ac['Bac'])):
    below = global_min(uc - 1e-4, m)[1]
    assert below[0] < 1e-4                    # still c just before the limit
    ratios = []
    for du in (2e-4, 1e-4):
        P = global_min(uc + du, m)[1]
        if name == 'r':
            assert abs(P[0] - P[1]) < 1e-4
        else:
            assert P[1] < 1e-4 < P[0]
        ratios.append((P[0]**2 + P[1]**2) / (-d0['slope']*du/(2*B)))
    onset[name] = (ratios[1], 2*ratios[1] - ratios[0])
    assert abs(onset[name][1] - 1) < 3e-3

# ---------- discontinuous case ----------
uj = formula_limit(jump_model)
dj = derived(uj, jump_model)
assert dj['Lam'] < 0 and dj['Br'] < 0


def aa_energy(u, m):
    return minimize_scalar(
        lambda r: film_energy((r, r, 0.0), u, m), bounds=(0.02, 1.0),
        method='bounded', options=dict(xatol=1e-9)).fun


u_eq = brentq(lambda u: relaxed_over_P3(0.0, 0.0, u, jump_model)[0]
              - aa_energy(u, jump_model), -0.005, uj, xtol=1e-11)
E_c_eq, P3_eq = relaxed_over_P3(0.0, 0.0, u_eq, jump_model)
assert abs(global_min(u_eq, jump_model)[0] - E_c_eq) < 1e-8
assert global_min(u_eq - 1e-4, jump_model)[1][0] < 1e-4
P_after = global_min(u_eq + 1e-4, jump_model)[1]
assert P_after[2] < 1e-4 and P_after[1] > 0.1 and u_eq < uj

# ---------- value of a12 where Br vanishes at the instability ----------


def Br_at_limit(a12):
    m = dict(base, a12=a12)
    return derived(formula_limit(m), m)['Br']


a12_t = brentq(Br_at_limit, 4.0, 12.0, xtol=1e-11)
tri = dict(base, a12=a12_t)
ut = formula_limit(tri)
assert abs(direct_B(np.pi/4, ut, tri)) < 5e-3
E_t, P_t = global_min(ut, tri)
gap_t = (E_t - relaxed_over_P3(0.0, 0.0, ut, tri)[0]) * UNIT

# ---------- printed numbers ----------
print("Model inputs (a's in 1e8 SI: J m/C^2, J m^5/C^4, J m^9/C^6)")
print("a1, a11, a12 =", base['a1'], base['a11'], base['a12'])
print("a111, a112, a123 =", base['a111'], base['a112'], base['a123'])
print(f"s11, s12, s44 = {s11/UNIT*1e12:.1f}, {s12/UNIT*1e12:.1f}, "
      f"{s44/UNIT*1e12:.1f} 1e-12 m^2/N")
print(f"Q11, Q12, Q44 = {Q11}, {Q12}, {Q44} m^4/C^2")
print("Film coefficients, 1e8 J m^5/C^4")
print(f"b11 = {b11:.4f}, b33 = {b33:.4f}, b12 = {b12:.4f}, b13 = {b13:.4f}")
print("Base model at the instability")
print(f"critical strain, formula = {100*uc:.5f} %")
print(f"critical strain, direct  = {100*direct_limit(base):.5f} %")
print(f"p = {d0['p']:.5f} C^2/m^4, P3 = {np.sqrt(d0['p']):.4f} C/m^2")
print(f"dA/du = {d0['slope']:.2f} 1e8 J m/C^2")
print(f"Lam = {d0['Lam']:.4f} 1e8 J m^5/C^4")
print(f"Br = {d0['Br']:.4f}, direct {direct_B(np.pi/4, uc, base):.4f} "
      "1e8 J m^5/C^4")
print(f"dq/du at onset = {-d0['slope']/(2*d0['Br']):.3f} C^2/m^4")
print(f"q(min)/q(law) at 0.01 % excess strain = {onset['r'][0]:.4f}")
print(f"same, extrapolated to onset = {onset['r'][1]:.5f}")
print(f"critical strain without sixth order = {100*u_quartic:.4f} %")
print(f"A at -0.8 % strain = {derived(-0.008, base)['A']:.4f} 1e8 J m/C^2")
print("Base model sweep: strain %, P1, P2, P3 in C/m^2")
for u in (-0.008, -0.005, -0.003, 0.0, 0.005, 0.010):
    P = global_min(u, base)[1]
    print(f"{100*u:6.2f} {P[0]:.4f} {P[1]:.4f} {P[2]:.4f}")
print(f"Contrast a123 = {ac_model['a123']} (1e8 J m^9/C^6): ac phase")
print(f"critical strain = {100*direct_limit(ac_model):.5f} %")
print(f"Lam = {d_ac['Lam']:.4f}, Bac = {d_ac['Bac']:.4f}, "
      f"Br = {d_ac['Br']:.4f} 1e8 J m^5/C^4")
print(f"Contrast a12 = {jump_model['a12']} (1e8 J m^5/C^4): jump c to aa")
print(f"Lam = {dj['Lam']:.4f}, Br = {dj['Br']:.4f} 1e8 J m^5/C^4")
print(f"c stability limit = {100*uj:.4f} %")
print(f"equal energy of c and aa = {100*u_eq:.4f} %")
print(f"P3 of c at equal energy = {P3_eq:.4f} C/m^2")
print(f"P1 = P2 of aa 0.01 % beyond = {P_after[0]:.4f} C/m^2")
print("Border of local continuity, Br = 0")
print(f"a12 = {a12_t:.4f} 1e8 J m^5/C^4, strain = {100*ut:.4f} %")
print(f"lowest energy minus c energy there = {gap_t:.3e} J/m^3")
print(f"lowest state there: P1 = {P_t[0]:.4f}, P2 = {P_t[1]:.4f}, "
      f"P3 = {P_t[2]:.4f} C/m^2")
print("all good")
```

Printed output:

```
Model inputs (a's in 1e8 SI: J m/C^2, J m^5/C^4, J m^9/C^6)
a1, a11, a12 = -1.0 0.5 4.0
a111, a112, a123 = 1.0 2.0 -4.0
s11, s12, s44 = 8.0, -2.0, 10.0 1e-12 m^2/N
Q11, Q12, Q44 = 0.1, -0.03, 0.06 m^4/C^2
Film coefficients, 1e8 J m^5/C^4
b11 = 6.7667, b33 = 2.0000, b12 = 1.4333, b13 = 0.5000
Base model at the instability
critical strain, formula = -0.55319 %
critical strain, direct  = -0.55319 %
p = 0.31424 C^2/m^4, P3 = 0.5606 C/m^2
dA/du = -146.52 1e8 J m/C^2
Lam = -14.6139 1e8 J m^5/C^4
Br = 3.4794, direct 3.4794 1e8 J m^5/C^4
dq/du at onset = 21.055 C^2/m^4
q(min)/q(law) at 0.01 % excess strain = 0.9985
same, extrapolated to onset = 0.99999
critical strain without sixth order = -0.6774 %
A at -0.8 % strain = 0.3635 1e8 J m/C^2
Base model sweep: strain %, P1, P2, P3 in C/m^2
 -0.80 0.0000 0.0000 0.5961
 -0.50 0.0745 0.0745 0.5495
 -0.30 0.1603 0.1603 0.5061
  0.00 0.2323 0.2323 0.4350
  0.50 0.3108 0.3108 0.2836
  1.00 0.3660 0.3660 0.0000
Contrast a123 = 80.0 (1e8 J m^9/C^6): ac phase
critical strain = -0.55319 %
Lam = 11.7821, Bac = 7.1329, Br = 10.0784 1e8 J m^5/C^4
Contrast a12 = 12.0 (1e8 J m^5/C^4): jump c to aa
Lam = -5.3366, Br = -2.6951 1e8 J m^5/C^4
c stability limit = 0.3100 %
equal energy of c and aa = 0.2270 %
P3 of c at equal energy = 0.4138 C/m^2
P1 = P2 of aa 0.01 % beyond = 0.2333 C/m^2
Border of local continuity, Br = 0
a12 = 10.0928 1e8 J m^5/C^4, strain = 0.1975 %
lowest energy minus c energy there = 1.721e-07 J/m^3
lowest state there: P1 = 0.0022, P2 = 0.0022, P3 = 0.4208 C/m^2
all good
```
